# Square-root law for coupling a long-wavelength acoustic phonon to other phonons

## 1. What symmetry and dimensions fix

Moving a free crystal rigidly costs no energy and changes no vibration frequency. A long acoustic wave is locally such a rigid shift, so other vibrations respond first to its gradient. A wave of displacement amplitude $U$ and wavevector $q$ has gradient $qU$; its cubic coupling to two other modes therefore carries a factor $q$.

Quantum mechanics fixes $U$. The zero-point displacement of a mode varies as $\omega^{-1/2}$, which for $\omega=v|q|$ is $|q|^{-1/2}$. The product gives
$$
|V|\propto |q|\,|q|^{-1/2}=|q|^{1/2}.
$$
Dimensions suggest the coefficient. With $N$ cells of mass $M_c$, the number $\sqrt{\hbar|q|/(NM_cv)}$ is dimensionless and is a typical quantum strain. Multiplied by $\hbar\,\partial\omega'/\partial\eta$, the energy shift of a partner phonon per unit displacement gradient $\eta$, it gives an energy. The derivation below supplies the factor and the conditions.

## 2. Assumptions and the sum rule

The crystal is stable and in static equilibrium, nothing external pins it, and its forces have finite range. The Coulomb forces of ionic and polar crystals do not have finite range, and the results below are not shown for them. The label $i$ stands for cell $l$, atom $\kappa$ and Cartesian component $\alpha$. The cubic energy is
$$
H_3=\frac16\sum_{ijk}\Phi_{ijk}u_iu_ju_k ,
$$
where $\Phi_{ijk}$, a third derivative of the potential energy, is symmetric in its indices.

Let $c_i$ be a uniform translation, the same vector for every atom. The potential energy is unchanged by $u\to u+c$ for every $u$. Terms with one $c$ and two $u$ come from the cubic energy alone, and there are three equal ones:
$$
\frac36\sum_{ijk}\Phi_{ijk}c_iu_ju_k=0 .
$$
This holds for all $u$, and the matrix $\sum_i\Phi_{ijk}c_i$ is symmetric in $j,k$. Hence
$$
\sum_i\Phi_{ijk}c_i=0\qquad\text{for every }j,k. \tag{1}
$$
By the symmetry of $\Phi$, the same rule holds on each of the three legs.

## 3. Quantum normalisation

Let $e_\kappa(q\lambda)$ be a normalised eigenvector of the dynamical matrix, and put $w_\kappa=e_\kappa/\sqrt{m_\kappa}$, so that $\sum_\kappa m_\kappa|w_\kappa|^2=1$. Phases are measured at the cell vectors $R_l$:
$$
u_{l\kappa}=\sum_{q\lambda}\sqrt{\frac{\hbar}{2N\omega_{q\lambda}}}\,
w_\kappa(q\lambda)e^{iq\cdot R_l}A_{q\lambda},\qquad
A_{q\lambda}=a_{q\lambda}+a^\dagger_{-q\lambda}. \tag{2}
$$
The square root follows from the ground state. A mass-weighted coordinate $Q$ has mean potential energy $\tfrac12\omega^2\langle|Q|^2\rangle=\tfrac14\hbar\omega$, hence $\langle|Q|^2\rangle=\hbar/(2\omega)$.

Insert (2) three times into $H_3$. The modes are $q$, $q'$ and $q''$, with branch labels understood. Since $\Phi$ depends on relative cell positions, take the cell of the second atom as origin. The sum over that origin gives $N$ when $q+q'+q''$ is zero or a reciprocal-lattice vector, and zero otherwise. Thus
$$
H_3=\frac16\sum V\,A_qA_{q'}A_{q''},\qquad
V=\frac1{\sqrt N}\left(\frac\hbar2\right)^{3/2}\frac{F}{\sqrt{\omega\omega'\omega''}}, \tag{3}
$$
where the power of $N$ is $N\cdot N^{-3/2}$ and
$$
F=\sum\Phi(l\kappa,0\kappa',l''\kappa'')\,
w_\kappa e^{iq\cdot R_l}\,w'_{\kappa'}\,w''_{\kappa''}e^{iq''\cdot R_{l''}}. \tag{4}
$$
Cartesian indices are contracted.

A ring of four atoms tests the factors. Set $\hbar$, the mass, and the harmonic and cubic bond constants to one. Two phonons have $q=\pi/2$ and one has $q=\pi$. Then $|F|=|(i-1)^2(-2)|=4$, and the frequencies are $\sqrt2,\sqrt2,2$. Equation (3) gives
$$
|V|=\frac12\cdot\frac1{2\sqrt2}\cdot\frac4{\sqrt{2\cdot2}}=0.3536 .
$$
The matrix element from the vacuum to this three-phonon state has three orderings, the prefactor $1/6$, and a factor $\sqrt2$ from the doubly occupied mode. It is therefore $3\sqrt2|V|/6=|V|/\sqrt2=0.25$. Direct integration of the bond energy over the oscillator wavefunctions also gives 0.250000.

## 4. Why the coupling is linear

Let $q\lambda$ be acoustic and let $q$ shrink along a fixed direction $\hat q$, with $q'\ne0$ fixed. The third wavevector follows from momentum conservation, and both partner frequencies stay nonzero.

At $q=0$ an acoustic mode is a translation along a unit vector $\hat e$. Its normalisation gives $w_\kappa=\hat e/\sqrt{M_c}$ for every atom. For finite-range forces the dynamical matrix along this line is an analytic Hermitian function of the single real variable $|q|$. Its eigenvectors can then be chosen analytic, so
$$
w_\kappa(q)=\frac{\hat e}{\sqrt{M_c}}+O(|q|). \tag{5}
$$
The correction includes relative motion of atoms inside one cell.

By (1), the uniform vector $\hat e/\sqrt{M_c}$ may be subtracted from the first leg of (4):
$$
F=\sum\Phi\left[w_\kappa e^{iq\cdot R_l}-\frac{\hat e}{\sqrt{M_c}}\right]
w'_{\kappa'}w''_{\kappa''}e^{iq''\cdot R_{l''}}. \tag{6}
$$
The bracket is the sum of $(w_\kappa-\hat e/\sqrt{M_c})e^{iq\cdot R_l}$ and $(e^{iq\cdot R_l}-1)\hat e/\sqrt{M_c}$. The first has size $O(|q|)$. The second is at most $|q||R_l|/\sqrt{M_c}$, because $|e^{ix}-1|\le|x|$. The bracket is therefore bounded by $C|q|(1+|R_l|)$.

The partner vectors are bounded by their normalisation, and finite range makes the sum over $|\Phi|(1+|R_l|)$ finite. Therefore $F=O(|q|)$, and division by $\sqrt\omega=\sqrt{v|q|}$ gives $V=O(|q|^{1/2})$.

This is a bound. Symmetry can remove the linear coefficient. For example, in an fcc crystal with one atom per cell, let all three wavevectors lie along a cubic axis $x$, with one mode polarised along $z$ and two along $x$. Reflection $z\to-z$ reverses the sign of $F$ but leaves the crystal unchanged, so this $F$ vanishes.

## 5. The coefficient is a frequency shift under strain

Write the first-order part of the soft wave as
$$
w_\kappa e^{iq\cdot R_l}-\frac{\hat e}{\sqrt{M_c}}
=\frac{i|q|}{\sqrt{M_c}}\left[\hat e(\hat q\cdot R_l)+s_\kappa\right]+O(q^2). \tag{7}
$$
The first term in the bracket is a uniform displacement gradient $\eta\,\hat e\hat q^{\mathsf T}$ with $\eta=1$. The vector $s_\kappa$ is the accompanying internal displacement. The harmonic force on each atom is proportional to $\omega^2=O(q^2)$, so the first-order pattern in (7) produces no force. Thus $s_\kappa$ is the equilibrium shift of atom $\kappa$ relative to its cell origin in the statically strained crystal, up to a translation that has no effect. It is the sum of the uniform part $\hat e(\hat q\cdot\tau_\kappa)$, where $\tau_\kappa$ is the position of the atom in the cell, and the internal relaxation.

A small static displacement changes the harmonic constants by $\delta\Phi_{jk}=\sum_i\Phi_{ijk}\delta u_i$. Inserting (7) into (6) therefore turns the cubic constants into the strain derivative of the dynamical matrix.

Now let the partner stay on one nondegenerate branch. As $q\to0$, $q''\to-q'$ and, with a suitable phase, $w''\to w'^*$. First-order perturbation theory says that the diagonal element of the changed dynamical matrix is the change of its eigenvalue $\omega'^2$. Hence
$$
\frac{|F|}{|q|}\longrightarrow
\frac1{\sqrt{M_c}}\left|\frac{\partial\omega'^2}{\partial\eta}\right|
=\frac{2\omega'}{\sqrt{M_c}}\left|\frac{\partial\omega'}{\partial\eta}\right|. \tag{8}
$$
The derivative is taken at fixed phases between cells, with internal coordinates relaxed. If the partner changes branch, an off-diagonal element takes the place of the frequency derivative.

Put (8) into (3), with $\omega''\to\omega'$:
$$
|V|\to\frac1{\sqrt N}\left(\frac\hbar2\right)^{3/2}
\frac{2\omega'|q|}{\sqrt{M_c}\sqrt{v|q|}\,\omega'}
\left|\frac{\partial\omega'}{\partial\eta}\right|.
$$
The frequency $\omega'$ cancels, and $2(\hbar/2)^{3/2}=\hbar\sqrt{\hbar/2}$. The result is
$$
|V|\to\hbar\left|\frac{\partial\omega'}{\partial\eta}\right|
\sqrt{\frac{\hbar|q|}{2NM_cv}}. \tag{9}
$$
The square root is the zero-point displacement $\sqrt{\hbar/(2NM_cv|q|)}$ times $|q|$, which is the zero-point strain of the soft mode.

A chain with two atoms per cell tests (8), including the internal relaxation. Its masses are 1 and 1.7, its lattice constant is 1, and its energy per cell is
$$
E=\tfrac12s^2+0.3t^2+0.15st-\tfrac{1.1}{6}s^3-\tfrac{0.7}{6}t^3+0.15s^2t ,
$$
where $s$ and $t$ are successive bond extensions. The mixed terms are three-body forces. At $q'=1.3$ and $q=10^{-4}$, the third derivatives give $|F|/q=0.07608$ for an acoustic partner, against 0.07607 from the frequencies of the strained chain. For an optical partner the values are 0.65291 and 0.65293. When the partner changes branch, $F$ between $q=10^{-4}$ and $10^{-3}$ follows the power 1.0001.

## 6. Three small acoustic wavevectors

Suppose the energy is a sum of local terms, each invariant under translation of its own group of atoms. The cubic part of one term is a form $T(x,y,z)$, linear in the displacement patterns of the three modes. Equation (1) holds for each term separately, so a uniform vector can be subtracted from every leg:
$$
T(x,y,z)=T(x-c,\;y-c',\;z-c'').
$$
Choose $c,c',c''$ as the three acoustic translations at the position of the group. Inside a group of finite size each difference is of first order in its own wavevector. Therefore
$$
F=O(|q||q'||q''|),\qquad V=O\!\left(\sqrt{|q||q'||q''|}\right). \tag{10}
$$
In the diatomic chain, doubling the wavevectors $(0.01,0.007,-0.017)$ together changes $F$ with the power 3.0001, so its cubic coefficient is not zero.

## 7. Where the law fails

**Pinning.** A cubic force tied to a fixed point violates (1). Adding $0.5u_A^3/6$ to each cell of the chain, with the harmonic forces unchanged, gives $F$ the power $-0.0001$: the coupling tends to a constant. The normalised vertex then grows as $|q|^{-1/2}$.

**Slow decay.** Take a one-dimensional chain of unit spacing whose atoms at distance $n$ have the cubic pair constant $n^{-3/2}$. Each leg contributes $e^{iq_in}-1$. Since the three wavevectors sum to zero, expanding the product gives
$$
\prod_{i=1}^3(e^{iq_in}-1)=2i\sum_{i=1}^3\sin(q_in).
$$
For small $q$, the soft leg contributes
$$
\sum_n n^{-3/2}\sin(qn)\simeq q^{1/2}\int_0^\infty x^{-3/2}\sin x\,dx=\sqrt{2\pi q}.
$$
The other two sines nearly cancel and leave a term of order $q$. Thus $F\propto q^{1/2}$. Summation over two million neighbours gives the power 0.4968 between $q=10^{-4}$ and $4\times10^{-4}$. Translational invariance holds here, but $\sum n\cdot n^{-3/2}$ diverges, so the bound of section 4 is unavailable. If the dispersion remained linear, $V$ would tend to a constant.

**Other dispersion.** For a flexural mode with $\omega\propto q^2$, a linear $F$ gives $V\propto q/\sqrt{q^2}$, which is constant. In a free, unstressed sheet this requires the partner to change branch. The gradient of a long flexural wave is locally a rotation, which shifts no frequency, so for a partner that stays on one nondegenerate branch $F=O(q^2)$ and $V=O(q)$. The square root in (9) needs a nonzero sound speed.

## 8. An fcc crystal with copper-like parameters

Take nearest-neighbour Morse bonds, $\phi(r)=D(1-e^{-\alpha(r-r_0)})^2$. At $r_0$ the derivatives are $\phi''=2D\alpha^2=k$ and $\phi'''=-6D\alpha^3=-3\alpha k$. Rough copper-like inputs are $a=0.36$ nm, $M=63.55$ u, $k=28$ N/m and $\alpha=18$ nm$^{-1}$. They give $r_0=a/\sqrt2=0.2546$ nm and $\phi'''=-1512$ N/m per nm.

Let all three modes be longitudinal along [100]. Bonds with an $x$ component have $n_x=\pm1/\sqrt2$. For $n_x>0$, a relative displacement $d$ along $x$ changes the bond length by
$$
\delta r=n_xd+\frac{1-n_x^2}{2r_0}d^2+O(d^3).
$$
In $\tfrac12k\,\delta r^2+\tfrac16\phi'''\delta r^3$ the cubic term is $Td^3/6$, with
$$
T=\phi'''n_x^3+\frac{3k}{r_0}n_x(1-n_x^2)
=\frac{\phi'''+3k/r_0}{2\sqrt2}. \tag{11}
$$
Each atom owns four such bonds when every bond is counted once. The modulus of a leg's phase difference is $|e^{iqa/2}-1|=2S$, where $S=|\sin(qa/4)|$. Consequently
$$
|F|=\frac{4|T|(2S)(2S')(2S'')}{M^{3/2}}=\frac{32|T|SS'S''}{M^{3/2}}.
$$
The harmonic stiffness of a bond along $x$ is $kn_x^2=k/2$. The same count gives $M\omega^2=4(k/2)(2S)^2=8kS^2$. With (3),
$$
\sqrt N|V|=\left(\frac\hbar2\right)^{3/2}
\frac{32|T|\sqrt{SS'S''}}{M^{3/2}(8k/M)^{3/4}}. \tag{12}
$$
For small $q$, $S\simeq qa/4$, so the square root is explicit.

For the strain form, a gradient $\eta$ along $x$ gives $d=\eta a/2$ and changes the stiffness $k/2$ by $T\eta a/2$. Therefore
$$
\frac{\partial\ln\omega'}{\partial\eta}
=\frac12\,\frac{Ta/2}{k/2}=\frac{Ta}{2k}=\frac{3-3\alpha r_0}{4}=-2.69 .
$$
Stretching softens the partner. Place it halfway to the zone boundary, $q'=0.5(2\pi/a)$, where its energy is 21.44 meV. For $q=0.01(2\pi/a)=0.1745$ nm$^{-1}$ and $v_L=4147$ m/s, the factor $\sqrt{\hbar q/(2Mv_L)}$ is $4.59\times10^{-3}$. Equation (9) gives
$$
\sqrt N|V|\simeq21.44\times2.687\times4.586\times10^{-3}\ \text{meV}=0.264\ \text{meV}.
$$
With the partner held fixed, the full vertex compares as follows.

| $q/(2\pi/a)$ | Wavelength | $\sqrt N\lvert V\rvert$ (meV) | Vertex / limit (9) |
|---:|---:|---:|---:|
| 0.1 | 3.6 nm | 0.892 | 1.067 |
| 0.01 | 36 nm | 0.266 | 1.008 |
| 0.001 | 360 nm | 0.0836 | 1.001 |

By (12), the last column is $\sqrt{[\sin(qa/4)/(qa/4)]\,S''/S'}$. At $q=0.1(2\pi/a)$ the first factor is 0.996 and $S''/S'=0.809/0.707=1.144$. The 7% excess therefore comes mainly from the third mode lying at a larger wavevector than the partner.

This collinear triple does not conserve energy: within the zone $\sin(A+B)<\sin A+\sin B$ for positive $A,B$, so the third phonon has less energy than the other two together.

## 9. A process that conserves energy

A soft transverse phonon can be absorbed by a longitudinal one. Let $q$ point along $x$ with polarisation $z$, and let the partner be $(\xi,0,0.1)$ in units of $2\pi/a$, on the highest branch, which is nearly longitudinal there. For small $q$, energy conservation requires
$$
\omega'(q'+q)-\omega'(q')=v_Tq
\quad\Rightarrow\quad \frac{\partial\omega'}{\partial q'_x}\simeq v_T .
$$
The partner's group velocity along the soft wave must match the transverse sound speed, here 2932 m/s. Solving the full energy condition separately at each $q$ gives:

| $q/(2\pi/a)$ | $\xi$ | $\sqrt N\lvert V\rvert$ (meV) | Vertex / limit (9) |
|---:|---:|---:|---:|
| 0.01 | 0.0658 | 0.0903 | 1.034 |
| 0.001 | 0.0702 | 0.0286 | 1.003 |
| 0.0001 | 0.0707 | 0.00904 | 1.000 |

The partner energy shifts from 6.24 to 6.40 meV along this sequence. Between the two smallest wavevectors the power of $q$ in $V$ is 0.5000. The square root thus survives on the set that conserves the sharp harmonic energies. Whether that set is physically sharp is a separate question. With the rough lifetime $\tau=5$ ps of section 11, the soft modes here have $\omega\tau=2.6$, 0.26 and 0.026. A 6 meV partner may live longer than 5 ps, but at the smallest wavevector the soft energy, 0.0034 meV, is below even the electronic width estimated for the partner, 0.01 to 0.02 meV.

## 10. Thermal amplitudes and lifetimes

Absorbing a soft phonon from a mode with occupation $n$ multiplies the amplitude by $\sqrt n$. When $\hbar vq\ll k_BT$, $n\simeq k_BT/(\hbar vq)$, and (9) becomes
$$
|V|\sqrt n\to\hbar\left|\frac{\partial\omega'}{\partial\eta}\right|
\sqrt{\frac{k_BT}{2NM_cv^2}}. \tag{13}
$$
The wavevector has cancelled: by equipartition, all long acoustic modes of one branch and direction have the same thermal strain in this limit. In the collinear example at 300 K, $\sqrt{Nn}|V|$ is 1.99, 1.95 and 1.95 meV for the three wavevectors, although $V$ itself falls by a factor of about ten.

A lifetime also needs the partner occupations and the number of energy-conserving partners. Equation (9) alone fixes no lifetime power. The factor $N^{-1/2}$ does not make scattering vanish in a large crystal, because the number of partner modes grows as $N$ while $|V|^2$ falls as $1/N$.

## 11. The model beside copper

The model has $C_{11},C_{12},C_{44}=156,78,78$ GPa, against rough copper values of 170, 120 and 75 GPa. Its $C_{12}$ is about 35% low, because nearest-neighbour central forces tie it to $C_{44}$. The differences in $C_{11}$ and $C_{44}$ move the [100] sound speeds by about 4% and 2%, and the factor $v^{-1/2}$ in (9) by half as much. The effect of non-central and longer-ranged forces on $\partial\omega'/\partial\eta$ is not determined here. At 300 K the rms bond stretch is 0.0088 nm, where the quartic bond energy is about 9% of the cubic one. This ratio measures the anharmonicity of a bond, not the error of (9); the thermal correction to the coefficient is not computed here. Electron damping, estimated as $(m_e/M)(v_F/v_L)$, is of order 0.003 of the phonon frequency; it affects the lifetime and is an order-of-magnitude figure. It assumes $q\ell\gg1$, where $\ell$ is the electron mean free path. With $\ell\approx40$ nm in copper at 300 K, $q\ell$ is only about 0.7 at the 360 nm wavelength, and the ratio there is smaller. With a rough thermal-phonon lifetime $\tau=5$ ps, the collinear soft modes have $\omega\tau=36$, 3.6 and 0.36. At 360 nm $\omega\tau<1$: the partners decay before the phase of the soft wave advances by one radian, and a scattering rate built on sharp phonon energies is no longer justified, though the matrix element remains defined. The remaining digits are in the numerical output.

## Table of computed values

```
DIATOMIC CHAIN (dimensionless), partner wavevector 1.3
|F|/q, acoustic partner: direct 0.07608, from strain 0.07607
|F|/q, optical partner: direct 0.65291, from strain 0.65293
power of q in F, partner changes branch: 1.0001
power of common scale in F, all three small: 3.0001
power of q in F with cubic pinning: -0.0001
power of q in F with n^(-3/2) pair constants: 0.4968
ring matrix element: integral 0.250000, V/sqrt2 0.250000
FCC MODEL, rough copper-like inputs
a = 0.36 nm, r0 = 0.2546 nm, mass = 63.55 u
k = 28.0 N/m, alpha = 18.0 /nm, T = 300 K
third bond derivative = -1512.0 N/m per nm
2 pi/a = 17.453 /nm
sound speeds along [100]: L 4147 m/s, T 2932 m/s
partner at 0.5 (2 pi/a): energy 21.443 meV
d ln(w')/d eta = -2.6865
Collinear L modes: q in 2 pi/a; energies in meV; n = occupation at T
q=0.1: wavelength 3.6 nm, hbar w 4.7439 meV, n 4.96
  sqrt(N)|V| 0.89180 meV, limit law 0.83545 meV, ratio 1.0674
  sqrt(N n)|V| 1.9871 meV, w*tau 36.037
q=0.01: wavelength 36.0 nm, hbar w 0.4763 meV, n 53.77
  sqrt(N)|V| 0.26624 meV, limit law 0.26419 meV, ratio 1.0077
  sqrt(N n)|V| 1.9524 meV, w*tau 3.618
q=0.001: wavelength 360.0 nm, hbar w 0.0476 meV, n 542.21
  sqrt(N)|V| 0.08361 meV, limit law 0.08355 meV, ratio 1.0008
  sqrt(N n)|V| 1.9469 meV, w*tau 0.362
power of q in V, two smallest q: 0.5030
Energy-conserving T + L -> L, partner (xi, 0, 0.1) in 2 pi/a
q=0.01: xi 0.06583, soft 0.33682 meV, partner 6.2384 meV
  sqrt(N)|V| 0.090306 meV, limit law 0.087297 meV, ratio 1.0345
q=0.001: xi 0.07024, soft 0.03368 meV, partner 6.3855 meV
  sqrt(N)|V| 0.028577 meV, limit law 0.028480 meV, ratio 1.0034
q=0.0001: xi 0.07069, soft 0.00337 meV, partner 6.4006 meV
  sqrt(N)|V| 0.009037 meV, limit law 0.009034 meV, ratio 1.0003
power of q in V, two smallest q: 0.5000
NEGLECTED EFFECTS
rms bond stretch at T: 0.00884 nm; alpha*rms = 0.159
quartic/cubic bond energy at rms stretch: 0.093
model C11, C12, C44: 155.6, 77.8, 77.8 GPa
rough copper C11, C12, C44: 170, 120, 75 GPa (inputs)
free-electron Fermi speed: 1.58e6 m/s
electron damping/frequency, order (m_e/M)(v_F/v_L): 0.0033
rough thermal-phonon lifetime tau: 5.0 ps (input)
```
